# Quasiclassical Dipole Elements and Photoionization of Low-l Rydberg States: a numerical check

```python
# RESULT UNDER TEST (atomic units, hydrogen, low angular momentum):
#   |<n'l'|r|nl>| = C w^(-5/3) / (n n')^(3/2),  C = (4/3)^(1/3)/Gamma(1/3)
# and, for photoionization, squared element ~ C^2 w^(-10/3) / n^3.
# w: transition frequency; L = max(l,l'); dl = l'-l; Ebar: mean energy.
# First corrections: R/R0 = 1 + dl*A*L*w^(1/3) + B*Ebar*w^(-2/3).
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import simpson, solve_ivp
from scipy.special import gamma, gammaln, kv, eval_genlaguerre
from sympy.physics.wigner import gaunt

C = (4 / 3) ** (1 / 3) / gamma(1 / 3)
A = gamma(1 / 3) / (6 ** (1 / 3) * gamma(2 / 3))
B = 0.9 * (2 / 9) ** (2 / 3) * gamma(7 / 3) / gamma(5 / 3)

# --- coefficient from the radial-fall orbit, by oscillatory quadrature
osc = mp.quadosc(lambda t: mp.sin(t) / mp.cbrt(t), [0, mp.inf], omega=1)
C_quad = float(osc) * (9 / 2) ** (1 / 3) * (2 / 3) / np.pi
assert abs(C_quad / C - 1) < 1e-5


# --- harmonics of a true Kepler ellipse (semi-major axis 1, period 2 pi)
def kepler_harmonic(s, ang_mom, dl, points):
    """Mean over one period of r*cos(s*M - dl*phi), M = mean anomaly."""
    ecc = np.sqrt(1 - ang_mom ** 2)
    u = 2 * np.pi * np.arange(points) / points - np.pi
    mean_anomaly = u - ecc * np.sin(u)
    r = 1 - ecc * np.cos(u)
    if dl == 0:
        f = r * np.cos(s * mean_anomaly)
    else:
        x, y = np.cos(u) - ecc, ang_mom * np.sin(u)
        f = x * np.cos(s * mean_anomaly) + dl * y * np.sin(s * mean_anomaly)
    return np.mean(f * r)


s_radial = 200
harm = abs(kepler_harmonic(s_radial, 0.0, 0, 8000))
harm_ratio = harm / (C * s_radial ** (-5 / 3))
B_kepler = (1 - harm_ratio) * 2 * s_radial ** (2 / 3)
assert abs(harm_ratio - 1) < 0.01
assert abs(B_kepler / B - 1) < 5e-3

s_ell, L_ell = 20000, 0.03
xi = s_ell * L_ell ** 3 / 3
bessel_ratio = {}
for dl in (1, -1):
    bessel = L_ell ** 2 / (np.pi * np.sqrt(3) * s_ell) * (
        kv(2 / 3, xi) + dl * kv(1 / 3, xi))
    direct = kepler_harmonic(s_ell, L_ell, dl, 200000)
    bessel_ratio[dl] = direct / bessel
    assert abs(bessel_ratio[dl] - 1) < 0.01


# --- exact hydrogen radial functions u = r*R(r)
def bound_u(n, l, r):
    lognorm = 0.5 * (3 * np.log(2 / n) + gammaln(n - l)
                     - np.log(2 * n) - gammaln(n + l + 1))
    q = 2 * r / n
    return r * np.exp(lognorm - q / 2) * q ** l * eval_genlaguerre(
        n - l - 1, 2 * l + 1, q)


def continuum_u(energy, l, r):
    """Regular Coulomb function normalized per unit energy."""
    k = np.sqrt(2 * energy)
    c = np.sqrt(2 * np.pi / k / (1 - np.exp(-2 * np.pi / k)))
    for j in range(1, l + 1):
        c *= np.sqrt(j * j + 1 / k ** 2) / (j * (2 * j + 1))
    r0 = r[0]
    a = [1.0, -1 / (l + 1)]
    for j in range(2, 13):
        a.append(-2 * (a[-1] + energy * a[-2]) / (j * (j + 2 * l + 1)))
    val = sum(aj * r0 ** j for j, aj in enumerate(a))
    der = sum((j + l + 1) * aj * r0 ** (j - 1) for j, aj in enumerate(a))

    def rhs(x, y):
        return [y[1], (l * (l + 1) / x ** 2 - 2 / x - 2 * energy) * y[0]]
    sol = solve_ivp(rhs, (r0, r[-1]), [1.0, der / val], method="DOP853",
                    t_eval=r, rtol=1e-10, atol=1e-10)
    assert sol.success
    scale = np.sqrt(2 / (np.pi * k)) * c * (k * r0) ** (l + 1) * val
    return scale * sol.y[0]


def root_grid(n):
    x = np.linspace(0.1, np.sqrt(4 * n * n + 60), 8001)
    r = x * x
    r[0], r[-1] = x[0] ** 2, x[-1] ** 2
    return x, r


def dipole_bound(n1, l1, n2, l2):
    x, r = root_grid(max(n1, n2))
    f = bound_u(n1, l1, r) * r * bound_u(n2, l2, r)
    return abs(simpson(f * 2 * x, x=x))


def dipole_free(n, l, l2, w):
    x, r = root_grid(n)
    f = bound_u(n, l, r) * r * continuum_u(w - 0.5 / n ** 2, l2, r)
    return abs(simpson(f * 2 * x, x=x))


def first_order(w, ebar, l1, l2):
    return (1 + (l2 - l1) * A * max(l1, l2) * w ** (1 / 3)
            + B * ebar * w ** (-2 / 3))


# normalization checks of both kinds of function
xg, rg = root_grid(40)
norm40 = simpson(bound_u(40, 1, rg) ** 2 * 2 * xg, x=xg)
assert abs(norm40 - 1) < 1e-6
e_chk = 4.0e-4
k_chk = np.sqrt(2 * e_chk)
i_chk = int(np.searchsorted(rg, 50.0))
ref = float(mp.re(mp.coulombf(1, -1 / k_chk, k_chk * rg[i_chk])))
ref *= np.sqrt(2 / (np.pi * k_chk))
assert abs(continuum_u(e_chk, 1, rg)[i_chk] - ref) < 1e-5

# --- bound-bound elements against the law and its first correction
na, nb = 20, 40
w_bb = 0.5 / na ** 2 - 0.5 / nb ** 2
ebar_bb = -0.25 / na ** 2 - 0.25 / nb ** 2
lead_bb = C * w_bb ** (-5 / 3) / (na * nb) ** 1.5
bb = {}
for l1, l2 in ((0, 1), (1, 0)):
    exact = dipole_bound(na, l1, nb, l2)
    corr = first_order(w_bb, ebar_bb, l1, l2)
    bb[l1, l2] = (exact, exact / lead_bb, corr)
    # allowed: size of the next orders of the expansion
    assert abs(exact / lead_bb - corr) < w_bb ** (2 / 3) + w_bb

# --- bound-free elements for 30s, 30p, 30d
n, w, F = 30, 1.0e-3, 1.0e-8
ebar = 0.5 * w - 0.5 / n ** 2
lead_bf = C * w ** (-5 / 3) / n ** 1.5
channels, strength = {}, {}
for l in range(3):
    total = 0.0
    for l2 in (l + 1, l - 1):
        if l2 < 0:
            continue
        big = max(l, l2)
        exact = dipole_free(n, l, l2, w)
        corr = first_order(w, ebar, l, l2)
        channels[l, l2] = (exact, exact / lead_bf, corr)
        # allowed: size of the next orders of the expansion
        assert abs(exact / lead_bf - corr) < w ** (2 / 3) + big ** 3 * w
        total += big / (2 * l + 1) * exact ** 2
    strength[l] = total
common = 1 + 2 * A * w ** (1 / 3) + 2 * B * ebar * w ** (-2 / 3)
for l in range(3):
    # neglected squares of the corrections reach several per cent for l=2
    assert abs(strength[l] / lead_bf ** 2 - common) < 0.1


# --- frequency slope and n^-3 scaling from exact elements
def slope(n_, w_):
    d1, d2 = dipole_free(n_, 0, 1, w_), dipole_free(n_, 0, 1, 2 * w_)
    return 2 * np.log(d2 / d1) / np.log(2)


slope30, slope60 = slope(30, 1.0e-3), slope(60, 2.0e-4)
assert abs(slope30 + 10 / 3) < 0.15
assert abs(slope60 + 10 / 3) < abs(slope30 + 10 / 3)
n_ratio = (channels[0, 1][0] / dipole_free(60, 0, 1, w)) ** 2
assert abs(n_ratio / 8 - 1) < 0.06

# --- m-averaged angular factor, by direct angular integrals
for l in range(3):
    for l2 in (l + 1, l - 1):
        if l2 < 0:
            continue
        tot = sum(4 * np.pi / 3 * float(gaunt(l2, 1, l, -m, 0, m)) ** 2
                  for m in range(-min(l, l2), min(l, l2) + 1))
        assert abs(tot / (2 * l + 1)
                   - max(l, l2) / (3 * (2 * l + 1))) < 1e-10

# --- golden-rule factor for a field F*cos(t): first-order probability
T = 400.0
gap = np.linspace(0, 3, 12001)


def time_integral(d):
    return T * np.exp(0.5j * d * T) * np.sinc(d * T / (2 * np.pi))


amp = 0.5 * (time_integral(gap - 1) + time_integral(gap + 1))
golden = simpson(abs(amp) ** 2, x=gap) / T
assert abs(golden / (2 * np.pi / 4) - 1) < 0.01

# --- rates and cross sections
alpha = const.fine_structure
t_au = const.physical_constants["atomic unit of time"][0]
a0_cm = const.physical_constants["Bohr radius"][0] * 100
hartree_ev = const.physical_constants["Hartree energy in eV"][0]
rate_lead = np.pi * F ** 2 / 6 * lead_bf ** 2
sigma_lead = 4 * np.pi ** 2 * alpha / 3 * w * lead_bf ** 2
intensity = F ** 2 / (8 * np.pi * alpha)
assert abs(rate_lead * w / intensity / sigma_lead - 1) < 1e-10

print(f"C closed form = {C:.5f}, by quadrature = {C_quad:.5f}")
print(f"A = {A:.4f}, B = {B:.4f}, B from Kepler orbit = {B_kepler:.4f}")
print(f"Kepler radial orbit, harmonic {s_radial}: "
      f"exact/leading = {harm_ratio:.4f}")
print(f"Kepler ellipse: harmonic {s_ell}, L/n = {L_ell}, xi = {xi:.3f}")
for dl in (1, -1):
    print(f"  dl={dl:+d}: orbit/Bessel formula = {bessel_ratio[dl]:.4f}")
print(f"Bound-bound n={na} -> n'={nb}: omega = {w_bb:.4e} a.u.")
print(f"  mean energy = {ebar_bb:.4e} a.u.")
print(f"  leading |R| = {lead_bb:.4f} a0")
for (l1, l2), v in bb.items():
    print(f"  l={l1}->{l2}: exact |R| = {v[0]:.4f} a0, exact/leading = "
          f"{v[1]:.4f}, first order = {v[2]:.4f}")
print(f"Ionization n={n}: omega = {w:.4e} a.u. = {w*hartree_ev:.5f} eV")
print(f"  threshold omega = {0.5/n**2:.4e} a.u.")
print(f"  final energy = {w-0.5/n**2:.4e} a.u., mean = {ebar:.4e} a.u.")
print(f"  omega^(1/3) = {w**(1/3):.4f}, omega*n^3 = {w*n**3:.1f}")
print(f"  radius scale omega^(-2/3) = {w**(-2/3):.1f} a0, "
      f"outer turning point 2n^2 = {2*n*n} a0")
print(f"  leading |R| per sqrt(energy) = {lead_bf:.3f} a.u.")
for (l1, l2), v in channels.items():
    print(f"  l={l1}->{l2}: exact |R| = {v[0]:.3f} a.u., exact/leading = "
          f"{v[1]:.4f}, first order = {v[2]:.4f}")
print(f"  leading strength C^2 w^(-10/3)/n^3 = {lead_bf**2:.2f} a.u.")
print(f"  common first-order strength factor = {common:.4f}")
print(f"  field amplitude F = {F:.1e} a.u.")
print(f"  leading rate = {rate_lead:.4e} a.u. = {rate_lead/t_au:.4e} 1/s")
print(f"  leading cross section = {sigma_lead:.4f} a0^2 = "
      f"{sigma_lead*a0_cm**2:.4e} cm^2")
for l in range(3):
    f = strength[l] / lead_bf ** 2
    print(f"  l={l}: exact/leading strength = {f:.4f}, rate = "
          f"{rate_lead*f/t_au:.4e} 1/s, sigma = {sigma_lead*f:.4f} a0^2")
print(f"Slope of squared element, 30s, omega 0.001-0.002: {slope30:.4f}")
print(f"Slope of squared element, 60s, omega 0.0002-0.0004: {slope60:.4f}")
print(f"Law: {-10/3:.4f}; cross-section slope: {-7/3:.4f}")
print(f"Strength ratio 30s/60s at omega 0.001 = {n_ratio:.3f} (law: 8)")
print(f"Golden-rule factor: computed {golden:.4f}, pi/2 = {np.pi/2:.4f}")
print("all tests passed")
```

Printed output:

```
C closed form = 0.41085, by quadrature = 0.41085
A = 1.0887, B = 0.4355, B from Kepler orbit = 0.4355
Kepler radial orbit, harmonic 200: exact/leading = 0.9936
Kepler ellipse: harmonic 20000, L/n = 0.03, xi = 0.180
  dl=+1: orbit/Bessel formula = 1.0002
  dl=-1: orbit/Bessel formula = 0.9993
Bound-bound n=20 -> n'=40: omega = 9.3750e-04 a.u.
  mean energy = -7.8125e-04 a.u.
  leading |R| = 2.0219 a0
  l=0->1: exact |R| = 2.1661 a0, exact/leading = 1.0713, first order = 1.0710
  l=1->0: exact |R| = 1.7371 a0, exact/leading = 0.8591, first order = 0.8579
Ionization n=30: omega = 1.0000e-03 a.u. = 0.02721 eV
  threshold omega = 5.5556e-04 a.u.
  final energy = 4.4444e-04 a.u., mean = -5.5556e-05 a.u.
  omega^(1/3) = 0.1000, omega*n^3 = 27.0
  radius scale omega^(-2/3) = 100.0 a0, outer turning point 2n^2 = 1800 a0
  leading |R| per sqrt(energy) = 250.035 a.u.
  l=0->1: exact |R| = 276.512 a.u., exact/leading = 1.1059, first order = 1.1065
  l=1->2: exact |R| = 302.776 a.u., exact/leading = 1.2109, first order = 1.2153
  l=1->0: exact |R| = 222.350 a.u., exact/leading = 0.8893, first order = 0.8887
  l=2->3: exact |R| = 327.252 a.u., exact/leading = 1.3088, first order = 1.3242
  l=2->1: exact |R| = 195.929 a.u., exact/leading = 0.7836, first order = 0.7798
  leading strength C^2 w^(-10/3)/n^3 = 62517.73 a.u.
  common first-order strength factor = 1.2129
  field amplitude F = 1.0e-08 a.u.
  leading rate = 3.2734e-12 a.u. = 1.3533e+05 1/s
  leading cross section = 6.0035 a0^2 = 1.6812e-16 cm^2
  l=0: exact/leading strength = 1.2230, rate = 1.6551e+05 1/s, sigma = 7.3423 a0^2
  l=1: exact/leading strength = 1.2412, rate = 1.6796e+05 1/s, sigma = 7.4514 a0^2
  l=2: exact/leading strength = 1.2734, rate = 1.7233e+05 1/s, sigma = 7.6450 a0^2
Slope of squared element, 30s, omega 0.001-0.002: -3.2266
Slope of squared element, 60s, omega 0.0002-0.0004: -3.2629
Law: -3.3333; cross-section slope: -2.3333
Strength ratio 30s/60s at omega 0.001 = 7.750 (law: 8)
Golden-rule factor: computed 1.5714, pi/2 = 1.5708
all tests passed
```
